# Why no magnetic energy reproduces a constant damping-like torque

## One turn around the equator

Take a uniformly magnetized layer whose magnetization has the direction of the unit vector $\mathbf m$. A current exerts on it a damping-like torque that pushes $\mathbf m$ towards a fixed unit vector $\mathbf p$. Let $\mathbf m$ be perpendicular to $\mathbf p$, and carry it once around the equator, counterclockwise as seen from the tip of $\mathbf p$.

With $\mathbf p=\hat{\mathbf z}$ and $\mathbf m=\hat{\mathbf x}$, the torque points along $+\hat{\mathbf z}$. A magnetic field turns a moment at right angles to itself, so the field that would produce this torque lies in the equatorial plane, here along $-\hat{\mathbf y}$. The next step of the journey is along $+\hat{\mathbf y}$, against the field. By symmetry the same holds all the way round. If the field has the constant strength $B_J$, its line integral over the turn is $-2\pi B_J$, because the path on the unit sphere has length $2\pi$.

An energy function cannot account for this. Moving against its own field raises the energy, so the energy would have to climb throughout the turn and still return to its starting value.

## Conventions and the effective field

The equation of motion with Gilbert damping $\alpha$ is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}+\mathbf T,\qquad \mathbf T=-\gamma B_J\,\mathbf m\times(\mathbf m\times\mathbf p),$$

with $\gamma>0$. Here $B_J$ is the usual coefficient $a_J$ expressed in tesla. "Constant" means that neither $B_J$ nor $\mathbf p$ depends on $\mathbf m$. The rule $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$ gives

$$\mathbf T=\gamma B_J\,[\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)],$$

so a positive $B_J$ pushes $\mathbf m$ towards $\mathbf p$.

We seek a field $\mathbf B$ with $\mathbf T=-\gamma\,\mathbf m\times\mathbf B$. Taking the cross product with $\mathbf m$ from the left,

$$\mathbf m\times\mathbf T=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)=\gamma\,[\mathbf B-\mathbf m(\mathbf m\cdot\mathbf B)].$$

The bracket is the part of $\mathbf B$ tangent to the unit sphere, so the torque fixes that part completely. For the damping-like torque, the term along $\mathbf m$ drops out of $\mathbf m\times\mathbf T$, which leaves $\mathbf m\times\mathbf T=\gamma B_J\,\mathbf m\times\mathbf p$. Hence

$$\mathbf B_{\rm DL}=B_J\,\mathbf m\times\mathbf p .$$

A term $\lambda(\mathbf m)\,\mathbf m$ may be added, since it exerts no torque. It does not affect what follows: $\mathbf m\cdot\mathbf m=1$ implies $\mathbf m\cdot d\mathbf m=0$, so it contributes nothing to a line integral on the sphere.

## The circulation and the contradiction

Suppose a field comes from a single-valued, differentiable energy $E(\mathbf m)$ of a layer with saturation magnetization $M_s$ and volume $V$. Then $\mathbf B=-\nabla E/(M_sV)$, and for a small step on the sphere

$$M_sV\,\mathbf B\cdot d\mathbf m=-dE .$$

Around a closed loop the changes of $E$ add up to zero, so $\oint\mathbf B\cdot d\mathbf m=0$.

Now take the latitude circle at angle $\theta$ from $\mathbf p=\hat{\mathbf z}$. With azimuth $\varphi$,

$$\mathbf m=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad \hat{\boldsymbol\varphi}=(-\sin\varphi,\ \cos\varphi,\ 0).$$

The cross product with $\hat{\mathbf z}$ is

$$\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)=\sin\theta\,(\sin\varphi,-\cos\varphi,0)=-\sin\theta\,\hat{\boldsymbol\varphi}.$$

At fixed $\theta$ the path element is $d\mathbf m=\sin\theta\,\hat{\boldsymbol\varphi}\,d\varphi$. One factor $\sin\theta$ therefore comes from the field and one from the length of the circle:

$$\oint\mathbf B_{\rm DL}\cdot d\mathbf m=\int_0^{2\pi}(-B_J\sin\theta)(\sin\theta)\,d\varphi=-2\pi B_J\sin^2\theta .$$

The magnitude is $2\pi a_J\sin^2\theta$. The minus sign belongs to counterclockwise traversal about $\mathbf p$ and changes with the direction of travel. Since the result is nonzero on every latitude circle between the poles, no single-valued $E(\mathbf m)$ yields this field.

For $B_J=5$ mT, adding up $\mathbf B\cdot\Delta\mathbf m$ over short chords, with the field reconstructed from the torque, gives $-7.85$, $-23.56$ and $-31.42$ mT at $30^\circ$, $60^\circ$ and $90^\circ$. The formula gives the same values. The unit is that of a field because $\mathbf m$ has no dimension; multiplication by $M_sV$ turns the circulation into an energy.

A field-like torque $-\gamma b\,\mathbf m\times\mathbf p$ behaves differently. Its field $b\,\mathbf p$ is constant, its circulation is $b\,\mathbf p\cdot\oint d\mathbf m=0$, and its energy is $-M_sVb\,\mathbf m\cdot\mathbf p$.

## Could an energy work on part of the sphere?

Consider a small patch between $\theta$ and $\theta+d\theta$, and between $\varphi$ and $\varphi+d\varphi$. The field has no $\theta$ component, so only the two sides along $\varphi$ contribute. Counterclockwise as seen from outside the sphere, the side at $\theta+d\theta$ is traversed towards increasing $\varphi$ and the side at $\theta$ backwards. The circulation is

$$\frac{d}{d\theta}\left(-B_J\sin^2\theta\right)d\theta\,d\varphi=-2B_J\sin\theta\cos\theta\,d\theta\,d\varphi .$$

Division by the area $\sin\theta\,d\theta\,d\varphi$ gives the curl normal to the sphere, $-2B_J\cos\theta$. Small loops confirm this for $B_J=5$ mT, with $-8.66$ mT at $30^\circ$, $-5.00$ mT at $60^\circ$ and zero at $90^\circ$.

Any patch of finite area contains points off the equator, and around such a point a small loop already has nonzero circulation. An energy therefore fails locally as well as globally. Along a single open path one can define an energy by integrating the field, but off that path its field is wrong, in general already to first order in the deviation. An arc of the equator is the mildest case: $E=M_sVB_J\varphi$ gives the field $-(B_J/\sin\theta)\,\hat{\boldsymbol\varphi}$ in place of $-B_J\sin\theta\,\hat{\boldsymbol\varphi}$, a relative error $\cot^2\theta$ that is of second order in the distance from the equator.

The curl vanishes on the equator, where the circulation is largest. There is no conflict, because the loop collects the curl of the whole cap that it encloses:

$$\int_0^{\theta}(-2B_J\cos\theta')\,2\pi\sin\theta'\,d\theta'=-2\pi B_J\sin^2\theta .$$

The cap's contributions have one sign down to the equator. Beyond it they change sign, and the circulation falls again.

## What the word "constant" does

Let the strength depend on the polar angle, $B_J\to B_J(\theta)$. On a latitude circle it is still a constant, so the circulation becomes $-2\pi B_J(\theta)\sin^2\theta$. It is nonzero wherever the torque is nonzero, and angle dependence of this kind does not restore a single-valued energy.

It can remove the local obstacle in one case. If $B_J(\theta)=c/\sin^2\theta$, the product $B_J(\theta)\sin^2\theta$ no longer varies with $\theta$, and the curl vanishes away from the poles. Then $\mathbf B\cdot d\mathbf m=-c\,d\varphi$, which corresponds to $E=M_sVc\,\varphi$. This energy works on a patch that does not surround a pole, but it grows by $2\pi M_sVc$ per turn and is not single-valued. The strength also diverges at the poles. For a constant $B_J$ even this local description is not exact; with $c=B_J$ it is an approximation close to the equator.

## The torque is a gradient, but the field is not

The expression $\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)$ is the tangential part of $\mathbf p$, and so it is the gradient of $\mathbf m\cdot\mathbf p$ on the sphere. The torque thus equals $\gamma B_J$ times a gradient and has zero circulation. This may suggest that $\mathbf m\cdot\mathbf p$ serves as an energy.

It does not, because an energy enters the precession through $\mathbf m\times\nabla E$. That motion is perpendicular to the gradient and follows the contours of $E$. The contours of $\mathbf m\cdot\mathbf p$ are latitude circles, whereas the damping-like torque crosses them at right angles. Using $-M_sVB_J\,\mathbf m\cdot\mathbf p$ as the energy produces the field-like torque instead.

## What the circulation does physically

Write the equation of motion as $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf G$ with

$$\mathbf G=\mathbf B_{\rm eff}+\mathbf B_{\rm DL}-\frac{\alpha}{\gamma}\dot{\mathbf m}.$$

Since $\mathbf m\times\mathbf G$ is perpendicular to $\mathbf G$, we have $\dot{\mathbf m}\cdot\mathbf G=0$, or

$$\mathbf B_{\rm eff}\cdot\dot{\mathbf m}=\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2-\mathbf B_{\rm DL}\cdot\dot{\mathbf m}.$$

Let $\mathbf B_{\rm eff}$ come from an energy $E(\mathbf m)$ without explicit time dependence. Then $\dot E=-M_sV\,\mathbf B_{\rm eff}\cdot\dot{\mathbf m}$, and

$$\dot E=M_sV\left[\mathbf B_{\rm DL}\cdot\dot{\mathbf m}-\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2\right].$$

Over one period of a periodic motion $E$ returns to its value. Without the damping-like torque this requires $\int|\dot{\mathbf m}|^2dt=0$, so for $\alpha>0$ nothing moves. With the torque, the work $M_sV\oint\mathbf B_{\rm DL}\cdot d\mathbf m$ can pay for the damping. The circulation that rules out an energy function is, up to the factor $M_sV$, the energy supplied per turn.

## How large: a spin-torque oscillator

Consider an easy-plane layer with $\mathbf p$ along its normal and $E=\tfrac12M_sVB_dm_z^2$, so that $\mathbf B_{\rm eff}=-B_d\cos\theta\,\mathbf p$. Let $\omega=\dot\varphi$. With $\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)=-\sin\theta\,\hat{\boldsymbol\theta}$, $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\varphi}$ and $\mathbf m\times\hat{\boldsymbol\varphi}=-\hat{\boldsymbol\theta}$, the two components of the equation of motion are

$$\dot\theta=-\gamma B_J\sin\theta-\alpha\omega\sin\theta,\qquad \omega\sin\theta=-\gamma B_d\cos\theta\sin\theta+\alpha\dot\theta .$$

For steady precession $\dot\theta=0$. The first equation gives $\omega=-\gamma B_J/\alpha$, the second $\omega=-\gamma B_d\cos\theta$, and together

$$\cos\theta=\frac{B_J}{\alpha B_d},\qquad f=\frac{\gamma B_J}{2\pi\alpha}.$$

For $B_J>0$ the rotation is clockwise about $\mathbf p$, opposite to the traversal used above, so the work per turn is positive: $W=2\pi M_sVB_J\sin^2\theta$.

Eliminating $\omega$ shows whether the orbit is stable:

$$(1+\alpha^2)\,\dot\theta=\gamma\sin\theta\,(\alpha B_d\cos\theta-B_J).$$

If $\theta$ is slightly too large, the bracket is negative and $\theta$ decreases; if it is too small, $\theta$ increases. The orbit attracts its neighbours. For $B_J>\alpha B_d$ the bracket is negative at every angle, $\mathbf m$ settles along $\mathbf p$, and the oscillation is lost.

The example, treated as uniformly magnetized, is a disk of diameter 60 nm and thickness 3 nm with $M_s=1000$ kA/m, $B_d=1$ T, $\alpha=0.01$ and $B_J=5$ mT. The limit $\alpha B_d$ is 10 mT, so $\cos\theta=5/10$ and $\theta=60^\circ$. With $\gamma=176.09$ rad/(ns T),

$$f=\frac{176.09\times0.005}{2\pi\times0.01}\ \text{GHz}=14.0\ \text{GHz}.$$

The moment is $M_sV=52.94$ eV/T, and the work per turn is

$$W=52.94\times2\pi\times0.005\times0.75\ \text{eV}=1.25\ \text{eV}=200\ \text{zJ}.$$

Integrating the equation of motion for 15 ns from $m_z=0.3$ gives the same angle and frequency, and a damping loss of 1.25 eV per turn. The power is 2.8 nW. This is heat produced by damping, not microwave output.

In a control run from the same start, an ordinary 5 mT field along $\mathbf p$ replaced the torque. After 15 ns the speed of $\mathbf m$ was about $2\times10^{-12}$ of that in the driven run, and $m_z$ was 0.005. This is the angle at which the applied field cancels the easy-plane field, $m_z=0.005/1$. The two runs differ in the kind of torque, not in its strength.

A larger $B_J$ does not bring more work per turn without limit. With $x=B_J/(\alpha B_d)$, $W$ is proportional to $x(1-x^2)$, which peaks where $1-3x^2=0$, at $x\approx0.58$. The power contains a further factor $f\propto x$ and peaks where $2x-4x^3=0$, at $x\approx0.71$. Both vanish as $x\to1$, because the orbit shrinks onto the pole.

## The model beside real devices

The parameters are round numbers in the rough range of spin-torque oscillators with a perpendicular polarizer. At the chosen current density of 10 MA/cm², $B_J=5$ mT requires each electron to deliver 0.46 of $\hbar/2$ when $\mathbf m\perp\mathbf p$. This is the ratio of $M_stB_J$, the torque per area on a layer of thickness $t$, to the supply $\hbar J/(2e)$ at current density $J$. A value below one means that the two choices are compatible. In real devices the strength generally depends on angle. Replacing $B_J$ by $B_J/(1+0.2\,m_z)$, all else fixed, moves the cone to $62.7^\circ$ and lowers the frequency by 8%, to 12.8 GHz. An in-plane anisotropy field of 2 mT makes the cone angle vary between $59.98^\circ$ and $60.08^\circ$. The current's own field reaches 1.9 mT at the disk edge, small beside the 0.5 T that drives the precession. At 300 K the thermal energy is 2% of the work per turn, and the undriven layer would have a thermal spread of 0.02 in $m_z$. The driven orbit has the same spread, and since $\omega=-\gamma B_dm_z$ it amounts to a frequency spread of 0.6 GHz (rms), about 4%, and a line of order 1 GHz in width. Temperature is therefore not negligible for the spectrum. The least secure assumption is uniform magnetization. For an exchange stiffness of 15 pJ/m, the exchange field opposing the first non-uniform mode is 113 mT, less than the precession field. The disk cannot be relied on to stay uniform. Resolved into cells with exchange and dipolar fields, and started near $m_z=0.3$ with small random deviations, it does not reach the $60^\circ$ orbit. It settles into a non-uniform precession at 7.9 GHz on 5 nm cells and 7.2 GHz on 4 nm cells, with a mean $m_z$ of 0.29 and 0.27. These values are not converged in the cell size and may depend on the starting state. The 14 GHz, the cone angle and the work per turn above belong to the uniform model and are not predictions for a disk of this size.

## What to do about it

**In a simulation,** put the damping-like torque into the equation of motion, or add $B_J\,\mathbf m\times\mathbf p$ to the effective field and update it as $\mathbf m$ changes. Do not put it into the energy that a minimizer uses, unless $\mathbf m$ stays on the equator. There the term $M_sVB_J\varphi$, used on a patch, gives the static state and its stability correctly: with an in-plane anisotropy field of 20 mT and $B_J=5$ mT both routes give $\varphi=-15.0^\circ$. Off the equator it fails; at $m_z\approx0.29$ it gives $-16.6^\circ$ instead of $-15.0^\circ$. Static states under current follow from torque balance, $\mathbf m\times(\mathbf B_{\rm eff}+B_J\,\mathbf m\times\mathbf p)=0$, and their stability from the linearized equation of motion.

**When a torque is known as a function of direction,** compute $C=\oint\mathbf B\cdot d\mathbf m$ on a latitude circle about $\mathbf p$. Anisotropy, applied fields and a constant field-like torque contribute nothing. If the remainder is damping-like with a strength that depends on $\theta$ alone, then $B_J(\theta)=-C/(2\pi\sin^2\theta)$. Stay away from the poles, where a small error in $C$ is divided by a small number.

**Treat effective energy landscapes with care.** In the oscillator above, the equation for $\theta$ can be written as damped motion in

$$U=M_sV\left(\frac{B_d}{2}\cos^2\theta-\frac{B_J}{\alpha}\cos\theta\right).$$

Indeed $-\alpha\gamma\,(dU/d\theta)/(M_sV)=\gamma\sin\theta\,(\alpha B_d\cos\theta-B_J)$, as required. The minimum of $U$ lies at the correct cone angle. But if $U$ were the magnetic energy, its field would be $(B_J/\alpha-B_d\cos\theta)\,\mathbf p$, which vanishes at that minimum. The magnetization would stand still at $60^\circ$, whereas the model precesses at 14 GHz. Such a function may be used for the polar angle in this axially symmetric problem. It does not replace the torque in the full motion.

The numerical output below lists the circulations, the oscillator values and the estimates for the uniform model.

## Computed results

```
Input: disk diameter = 60 nm
Input: disk thickness = 3 nm
Input: magnetization Ms = 1000 kA/m
Input: easy-plane field Bd = 1.0 T
Input: Gilbert damping alpha = 0.01
Input: torque strength BJ = 5.0 mT
Input: current density = 10 MA/cm2
Input: temperature = 300 K
Gyromagnetic ratio = 176.09 rad/(ns T)
Volume = 8482 nm3
Moment Ms*V = 52.94 eV/T
Fraction of hbar/2 delivered per electron = 0.456
Circulation at 30 deg: sum -7.854 mT, formula -7.854 mT
Circulation at 60 deg: sum -23.562 mT, formula -23.562 mT
Circulation at 90 deg: sum -31.416 mT, formula -31.416 mT
Circulation at 130 deg: sum -18.436 mT, formula -18.436 mT
Local curl at 30 deg = -8.66 mT
Local curl at 60 deg = -5.00 mT
Local curl at 90 deg = 0.00 mT
Largest circulation of test energy field = 3e-12 (field scale 1)
Driven orbit: cone angle = 60.00 deg (formula 60.00 deg)
Driven orbit: frequency = 14.01 GHz (formula 14.01 GHz)
Largest BJ for an orbit, alpha*Bd = 10.0 mT
Work by torque per turn = 1.247 eV = 199.9 zJ
Damping loss per turn = 1.247 eV
Power supplied = 2.80 nW
Control run: final speed / driven speed = 2e-12
Control run: final m_z = 0.0050
Neglected: BJ/(1+0.2 m_z) gives cone angle 62.74 deg
Neglected: BJ/(1+0.2 m_z) gives frequency 12.84 GHz
Neglected: in-plane anisotropy field 2 mT, cone angle range 59.98 to 60.08 deg
Neglected: Oersted field at disk edge = 1.88 mT
Neglected: thermal energy = 0.0259 eV, over work per turn = 0.021
Neglected: undriven thermal spread of m_z = 0.022
Input: exchange stiffness = 15 pJ/m
Neglected: exchange field of first non-uniform mode = 113 mT
```
